\section*{Tetrahedra, Smearing and the Small-q Divergence in Double-Delta Fermi-Surface Integrals}

\section{What dimensions fix}

Tetrahedra and smearing are two ways of evaluating on a mesh the integral
\begin{equation}
N(\mathbf q)=\int\!\frac{d^3k}{(2\pi)^3}\,
\delta(\varepsilon_{\mathbf k}-E_F)\,
\delta(\varepsilon_{\mathbf k+\mathbf q}-E_F),
\label{eq:def}
\end{equation}
the nesting function, here for one spin. It has the dimension of inverse volume times inverse energy squared. For free electrons of mass $m$ the available quantities are $\hbar$, $m$, $k_F$ and, by isotropy, the length $q=|\mathbf q|$. Inverse volume is measured by $q^3$ and energy by $\hbar^2q^2/m$, so
\begin{equation}
N(q)=q^3\left(\frac{m}{\hbar^2q^2}\right)^2F(q/k_F)
=\frac{m^2}{\hbar^4q}\,F(q/k_F).
\end{equation}
If $F$ has a finite, nonzero limit at small $q$, then $N$ diverges as $1/q$. Dimensions cannot supply $F$; the integral below gives $F=1/(4\pi^2)$ for $0<q<2k_F$ and zero beyond.

From here on $\hbar=m=1$, so that $\varepsilon_{\mathbf k}=k^2/2$, the Fermi velocity is $v_F=k_F$, and $E_F=k_F^2/2$. Wave numbers are in bohr$^{-1}$ and energies in hartree.

\section{The analytic nesting function}

It is useful to allow two different energies $\varepsilon=k_1^2/2$ and $\varepsilon'=k_2^2/2$, because smearing will average over them. Define
\begin{equation}
K(\varepsilon,\varepsilon';q)=\int\!\frac{d^3k}{(2\pi)^3}
\delta(\varepsilon_{\mathbf k}-\varepsilon)
\delta(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon').
\end{equation}
Take the polar axis along $\mathbf q$ and let $\mu$ be the cosine of the polar angle. Then $\varepsilon_{\mathbf k+\mathbf q}=k^2/2+kq\mu+q^2/2$. The first delta sets $k=k_1$, and its radial integral is $\int k^2dk\,\delta(k^2/2-\varepsilon)=k_1$. The azimuth gives $2\pi$. What remains is
\begin{equation}
K=\frac{2\pi k_1}{(2\pi)^3}\int_{-1}^{1}\!d\mu\;
\delta\!\left(k_1q\mu+\tfrac12q^2+\varepsilon-\varepsilon'\right)
=\frac{2\pi k_1}{8\pi^3}\,\frac1{k_1q}=\frac{1}{4\pi^2q},
\label{eq:kernel}
\end{equation}
provided that the root has $|\mu|\le1$. This is the condition that sides $k_1$, $k_2$ and $q$ form a triangle, $|k_1-k_2|\le q\le k_1+k_2$. Outside this range $K=0$. With both energies at $E_F$,
\begin{equation}
N(q)=\frac1{4\pi^2q}\quad(0<q<2k_F),\qquad N(q)=0\quad(q>2k_F).
\label{eq:exact}
\end{equation}

The geometry explains why $k_F$ drops out. In coordinates consisting of the two energies and the length $s$ along their common curve, $d^3k=d\varepsilon\,d\varepsilon'\,ds/|\nabla\varepsilon\times\nabla\varepsilon'|$. Hence
\begin{equation}
N(\mathbf q)=\frac1{(2\pi)^3}\oint
\frac{ds}{|\nabla\varepsilon_{\mathbf k}\times\nabla\varepsilon_{\mathbf k+\mathbf q}|}.
\label{eq:line}
\end{equation}
Two Fermi spheres displaced by $q$ meet in a ring of radius $\rho=(k_F^2-q^2/4)^{1/2}$. On it the cross product is $|\mathbf k\times(\mathbf k+\mathbf q)|=|\mathbf k\times\mathbf q|=\rho q$. The circumference $2\pi\rho$ cancels the factor $\rho$ and leaves $2\pi/q$. As $q\to0$ the surfaces become parallel along the whole ring, which causes the divergence. In other band structures, surfaces that become parallel at a finite $q$ can produce a peak there by the same mechanism.

\section{The tetrahedron option}

\subsection{Two cuts}

Divide $\mathbf k$ space into cubes and each cube into six tetrahedra. At each corner store $e=\varepsilon_{\mathbf k}-E_F$ and $f=\varepsilon_{\mathbf k+\mathbf q}-E_F$, and interpolate both linearly. On an edge whose ends $a,b$ have $e$ of opposite sign, the first surface crosses at the fraction
\begin{equation}
t=-\frac{e_a}{e_b-e_a},\qquad f=(1-t)f_a+tf_b .
\end{equation}
With one or three corners below $E_F$ the cut is a triangle. With two it is a quadrilateral, which is split into two triangles. The first delta gives each triangle the weight $S/|\nabla e|$, where $S$ is its area, since the distance between neighbouring energy surfaces is $de/|\nabla e|$.

On a triangle let the vertex values of the second function be ordered as $f_1<f_2<f_3$. For $f_1<x<f_2$ the part with $f<x$ is a smaller triangle cut off at vertex 1. Its two sides are the fractions $(x-f_1)/(f_2-f_1)$ and $(x-f_1)/(f_3-f_1)$ of the originals, and its share of the area is their product. Differentiating with respect to $x$ and setting $x=0$ gives the first line below; the same argument from vertex 3 gives the second:
\begin{equation}
D=\begin{cases}
\dfrac{-2f_1}{(f_2-f_1)(f_3-f_1)}, & f_1<0<f_2,\\[2ex]
\dfrac{2f_3}{(f_3-f_1)(f_3-f_2)}, & f_2<0<f_3,
\end{cases}
\end{equation}
and $D=0$ if zero lies outside the interval from $f_1$ to $f_3$. The tetrahedron estimate is
\begin{equation}
N_T(\mathbf q)=\frac1{(2\pi)^3}\sum_{\text{triangles}}\frac{S}{|\nabla e|}\,D .
\end{equation}
This is the discrete form of Eq.~\eqref{eq:line}: each contribution is the length of a straight segment divided by the cross product of two constant gradients.

\subsection{What happens at small q}

For the parabola,
\begin{equation}
\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}
=\mathbf k\cdot\mathbf q+\tfrac12q^2
\end{equation}
is linear in $\mathbf k$, and linear interpolation reproduces it without error. Write $\varepsilon^I$ for the interpolated band. When the first delta holds, the second reduces to $\delta(\mathbf k\cdot\mathbf q+q^2/2)$. It selects the plane on which the component of $\mathbf k$ along $\mathbf q$ is $-q/2$, and contributes a factor $1/q$:
\begin{equation}
N_T(\mathbf q)=\frac1q\,\frac1{(2\pi)^3}
\int_{\rm plane}\!d^2k\;\delta(\varepsilon^I-E_F).
\label{eq:plane}
\end{equation}
With the true band the plane integral is $\int2\pi k_\perp dk_\perp\,\delta(k_\perp^2/2+q^2/8-E_F)=2\pi$ for $q<2k_F$, which recovers Eq.~\eqref{eq:exact}. The mesh therefore affects the coefficient of $1/q$, while the divergence itself is retained at any small nonzero $q$. At $q=0$ the functions $e$ and $f$ coincide, the cross product vanishes, and the formula is undefined.

For a general band the difference is, to leading order at small $q$, $\mathbf q\cdot\mathbf v(\mathbf k)$, with $\mathbf v$ the band velocity. Its interpolation is still proportional to $q$, so the factor $1/q$ survives if the energies at $\mathbf k+\mathbf q$ are accurate, but the surface $\mathbf q\cdot\mathbf v=0$ is now misplaced by interpolation. Errors in the corner energies that differ between $\mathbf k$ and $\mathbf k+\mathbf q$ and do not shrink with $q$ would spoil the law.

One degeneracy deserves care. For $\mathbf q$ along a mesh axis, or normal to the diagonal faces inside the cubes, the plane in Eq.~\eqref{eq:plane} can coincide with faces shared by tetrahedra. A segment on such a face must be assigned to one neighbour; rounding may otherwise count it twice or omit it. An offset of the $\mathbf k$ mesh avoids the coincidence only if it leaves no mesh face on that plane. A half-step offset, for example, fails along an axis when $q$ is an odd multiple of the mesh spacing. If the cubes are split around the $(1,1,1)$ diagonal, the inner faces lie on planes such as $k_x-k_y=\text{const}$, and equal offsets in $x$ and $y$ fail whenever $\mathbf q$ is an integer multiple of $(1,-1,0)$ times the spacing.

\section{The smearing option}

\subsection{The plateau}

Replace each delta by
\begin{equation}
g(x)=\frac{e^{-x^2/2\sigma^2}}{\sigma\sqrt{2\pi}} .
\end{equation}
If a program defines its width $s$ through $e^{-x^2/s^2}$, then $\sigma=s/\sqrt2$. The smeared function $N_\sigma(q)$ is the average of the kernel \eqref{eq:kernel} over $\varepsilon=E_F+x$ and $\varepsilon'=E_F+x'$, with $x$ and $x'$ independent Gaussian variables. Thus $N_\sigma$ is $1/(4\pi^2q)$ times the probability that the triangle condition holds.

Away from $2k_F$ the relevant condition is $|k_1-k_2|<q$. Since $\varepsilon-\varepsilon'=(k_1-k_2)(k_1+k_2)/2$, and $k_1+k_2\simeq2k_F$ for $\sigma\ll E_F$, it becomes $|x-x'|<v_Fq$. The variance of $x-x'$ is $2\sigma^2$, and a Gaussian variable of variance $2\sigma^2$ lies within $\pm X$ with probability $\operatorname{erf}(X/2\sigma)$. Therefore
\begin{equation}
N_\sigma(q)\simeq\frac1{4\pi^2q}\operatorname{erf}\!\left(\frac{v_Fq}{2\sigma}\right).
\label{eq:erf}
\end{equation}
For $q\gg2\sigma/v_F$ this returns $1/(4\pi^2q)$. For small argument $\operatorname{erf}z\simeq2z/\sqrt\pi$, so
\begin{equation}
N_\sigma(0)\simeq\frac{v_F}{4\pi^{5/2}\sigma}
=\frac{N_F}{2\sqrt\pi\,\sigma},\qquad N_F=\frac{k_F}{2\pi^2},
\label{eq:plateau}
\end{equation}
where $N_F$ is the density of states per spin. The finite value reported at $q=0$ is thus set by the chosen width and is not a property of the metal alone.

\subsection{The other edge}

Near $2k_F$ the condition is $k_1+k_2>q$. Expansion of $k=\sqrt{2(E_F+x)}$ gives
\begin{equation}
k_1+k_2\simeq2k_F+\frac{x+x'}{k_F}-\frac{x^2+x'^2}{2k_F^3}.
\end{equation}
At $q=2k_F$ the linear term alone is positive with probability $1/2$. The quadratic term matters where $x+x'\simeq0$; there $x$ has variance $\sigma^2/2$, so the mean shift is $-\sigma^2/(2k_F^3)$. Multiplying it by the central probability density of the linear term, whose standard deviation is $\sqrt2\sigma/k_F$, gives
\begin{equation}
4\pi^2(2k_F)N_\sigma(2k_F)\simeq\frac12-\frac{\sigma}{4\sqrt\pi\,k_F^2}.
\label{eq:edge}
\end{equation}

\subsection{The k mesh that a width requires}

Let the $\mathbf k$ mesh have spacing $h$. By Poisson summation, the error of a mesh sum consists of the Fourier components of the integrand at the nonzero reciprocal vectors of the mesh, the shortest of length $2\pi/h$. Near the ring the product of Gaussians has the exponent $-[(\mathbf v\cdot\boldsymbol\kappa)^2+(\mathbf v'\cdot\boldsymbol\kappa)^2]/2\sigma^2$, where $\boldsymbol\kappa$ is the displacement from the ring and both velocities have length $v_F$. In the narrowest possible direction its variance is $\sigma^2/(2v_F^2)$. The corresponding damping factor is
\begin{equation}
\exp\!\left[-\frac12\left(\frac{2\pi}{h}\right)^2\frac{\sigma^2}{2v_F^2}\right]
=\exp\!\left[-\frac{\pi^2\sigma^2}{v_F^2h^2}\right].
\end{equation}
At $h=\sigma/v_F$ it is about $5\times10^{-5}$. This is the weakest damping a Fourier component can have, not the relative error of the sum, which is usually smaller. At $h\gg\sigma/v_F$ there is almost no damping, and the result depends on which mesh points happen to fall near the ring.

\section{Summing over q}

\subsection{The average to be converged}

Scattering rates and coupling strengths require integrals over $\mathbf q$. As a model take
\begin{equation}
A=\frac1{N_F^2}\int\!\frac{d^3q}{(2\pi)^3}N(q)w(q)
=\frac1{8\pi k_F^2}\int_{q<2k_F}\!d^3q\,\frac{w(q)}q,
\label{eq:A}
\end{equation}
where the prefactor follows from $N_F^2=k_F^2/4\pi^4$. The volume element $4\pi q^2dq$ makes the divergence integrable. With $u=q^2/4k_F^2$, so that $q\,dq=2k_F^2du$, one obtains $A=\int_0^1w\,du$. On the Fermi sphere $q=2k_F\sin(\theta/2)$, with $\theta$ the scattering angle. For the forward-peaked weight $w=(1-u)^p=\cos^{2p}(\theta/2)$,
\begin{equation}
A=\int_0^1(1-u)^pdu=\frac1{p+1}.
\end{equation}

\subsection{A value for the missing point}

On a cubic $\mathbf q$ mesh of spacing $\Delta$ that contains $q=0$, tetrahedra give no value at that point. One remedy is to use the mean of $1/q$ over the central cell. For a unit cube, six pyramids with apex at the centre give
\begin{equation}
c=6\int_0^{1/2}\!z\,dz\,J=\frac34J,\qquad
J=\int_{-1}^1\!\int_{-1}^1\!\frac{dx\,dy}{\sqrt{1+x^2+y^2}}.
\end{equation}
In polar coordinates $J=8\int_0^{\pi/4}(\sqrt{1+\sec^2\phi}-1)\,d\phi$. With $s=\sin\phi$ the root becomes
\begin{equation}
\int_0^{1/\sqrt2}\!\frac{\sqrt{2-s^2}}{1-s^2}ds
=\int_0^{1/\sqrt2}\!\frac{ds}{\sqrt{2-s^2}}
+\int_0^{1/\sqrt2}\!\frac{ds}{(1-s^2)\sqrt{2-s^2}} .
\end{equation}
The first part is $\pi/6$. In the second, $\tau=s/\sqrt{2-s^2}$ gives $\int_0^{1/\sqrt3}d\tau/(1-\tau^2)=\frac12\ln(2+\sqrt3)$. Hence $c=3\ln(2+\sqrt3)-\pi/2=2.3801$, and the cell mean is $c/\Delta$.

This corrects the central cell, but the other cells have quadrature errors of the same order, $\Delta^2$. The constant wanted is the whole difference $\xi$ between the integral of $1/r$ and its sum over nonzero integer vectors $\mathbf n$, with a common, slowly varying cutoff at large distance. Split $1/r=\operatorname{erf}(\alpha r)/r+\operatorname{erfc}(\alpha r)/r$. The first part is the potential of a unit Gaussian charge, with Fourier transform $4\pi e^{-G^2/4\alpha^2}/G^2$ and value $2\alpha/\sqrt\pi$ at the origin. Poisson summation equates its full lattice sum to its integral plus the terms with $\mathbf G=2\pi\mathbf n\neq0$. The second part has the integral $4\pi\int_0^\infty r\operatorname{erfc}(\alpha r)dr=\pi/\alpha^2$. Collecting integral minus punctured sum,
\begin{equation}
\xi=\frac{2\alpha}{\sqrt\pi}-\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}e^{-G^2/4\alpha^2}
+\frac{\pi}{\alpha^2}-\sum_{\mathbf n\ne0}\frac{\operatorname{erfc}(\alpha n)}n .
\end{equation}
Since the split is an identity, $\xi$ does not depend on $\alpha$. Direct summation with $\alpha=\sqrt\pi$ gives $\xi=2.8373$. The replacement at the origin and its effect on the average are
\begin{equation}
N(0)\to\frac{\xi}{4\pi^2\Delta},\qquad
\delta A=\frac{\xi\Delta^2}{8\pi k_F^2}\,w(0).
\label{eq:fix}
\end{equation}
For a weight smooth in $q^2$, the next term of $w/q$ is proportional to $q$, and scaling gives it an error of order $\Delta^4$. The formula assumes an isotropic $1/q$ coefficient, a weight whose limit at $q\to0$ is the same in all directions, a cubic mesh, and a weight that vanishes smoothly at $2k_F$. A sharp cutoff there adds its own mesh error; an anisotropic metal, a direction-dependent limit of the weight, or another mesh shape needs its own constant.

\subsection{Smearing as its own correction}

Smearing supplies $N_\sigma(0)$ automatically. From Eq.~\eqref{eq:plateau}, this point adds
\begin{equation}
\delta A_\sigma=\frac{\Delta^3}{8\pi^3N_F^2}N_\sigma(0)w(0)
=\frac{\Delta^3}{8\pi^{3/2}k_F\sigma}w(0),
\label{eq:szero}
\end{equation}
which grows without limit as $\sigma\to0$ at fixed $\Delta$, provided the $\mathbf k$ integral stays converged. Equating it to $\delta A$ gives the matched width
\begin{equation}
\sigma_*=\frac{v_F\Delta}{\sqrt\pi\,\xi}\simeq0.20\,v_F\Delta .
\label{eq:match}
\end{equation}
At this width the error function at the nearest nonzero $q=\Delta$ is within $0.04\%$ of one, so the other points are almost unaffected.

For a weight that vanishes with zero slope at $2k_F$, the same Poisson argument, with $\alpha=v_F/2\sigma$, gives the leading error of the complete smeared sum relative to the unsmeared integral:
\begin{equation}
A_\sigma-A\simeq\frac{w(0)}{8\pi k_F^2}\left[
-\frac{4\pi\sigma^2}{v_F^2}
+\Delta^2\sum_{\mathbf n\ne0}\frac{e^{-4\pi^2n^2\sigma^2/(v_F\Delta)^2}}{\pi n^2}\right].
\label{eq:bias}
\end{equation}
The first term is the loss caused by broadening; the second is the mesh error. For $w=(1-u)^p$ the rounding of the edge at $2k_F$ adds a loss of order $\sigma^{p+1}$, negligible for $p=4$ but not for $p$ close to one. Refining the $\mathbf q$ mesh at fixed $\sigma$ removes the second and leaves the first.

\subsection{The transport factor}

For elastic scattering on the sphere, $1-\cos\theta=q^2/2k_F^2=2u$. Including it makes the integrand of Eq.~\eqref{eq:A} proportional to $q$ at small $q$, so the origin needs no correction of order $\Delta^2$; the error it leaves is of order $\Delta^4$. Integration by parts gives
\begin{equation}
A_{\rm tr}=\int_0^1\!2u(1-u)^pdu
=\frac2{p+1}\int_0^1\!(1-u)^{p+1}du=\frac2{(p+1)(p+2)}.
\end{equation}

\section{Numbers for one electron gas}

Take $k_F=1$, $E_F=0.5$, $h=0.05$ and $\sigma=0.05$ in the units above. The $\mathbf k$ mesh is offset by $(0.31,0.17,0.43)h$. In the smearing sum, points with $|\varepsilon_{\mathbf k}-E_F|\geq6\sigma$ are dropped. Along the direction $(0.37,0.61,0.83)$ the two methods give, in hartree$^{-2}$\,bohr$^{-3}$:

\begin{center}
\begin{tabular}{cccc}
$q$ & exact & tetrahedra & smearing\\
1.00 & 0.0253 & 0.0253 & 0.0253\\
0.50 & 0.0507 & 0.0506 & 0.0507\\
0.20 & 0.1267 & 0.1268 & 0.1260\\
0.10 & 0.2533 & 0.2532 & 0.2131\\
0.05 & 0.5066 & 0.5061 & 0.2634\\
0.01 & 2.5330 & 2.5303 & 0.2847
\end{tabular}
\end{center}

The exact value at $q=0.5$ is $1/(4\pi^2\times0.5)=0.0507$, or $4.62\times10^{-4}$\,eV$^{-2}$\,\AA$^{-3}$. The tetrahedron values follow $1/q$ down to the last row, where they are $0.1\%$ low. Smearing departs near $2\sigma/v_F=0.10$ and levels off at $0.2856$, close to the $0.2858$ of Eq.~\eqref{eq:plateau}. At $q=2k_F$ the scaled smeared value is $0.493$, as Eq.~\eqref{eq:edge} gives: $0.5-0.05/(4\sqrt\pi)=0.493$.

For 24 vectors of random direction and lengths from 0.3 to 1.7, the root-mean-square relative error of tetrahedra falls from $1.15\%$ at $h=0.20$ to $0.13\%$ at $h=0.05$. Smearing at $\sigma=0.05$ and $h=0.05$ has an error of only $0.001\%$. This accuracy is special to the model: in this range the kernel \eqref{eq:kernel} does not vary with the two energies, so averaging over them costs almost nothing. Reducing $\sigma$ to $0.003$ on the same mesh raises the error to $32\%$, because $\sigma/(v_Fh)$ is then only $0.06$.

Now set $p=4$, for which $A=1/5$, and $\Delta=0.2$. One $\mathbf q$ vector represents each set related by cubic symmetry; for values computed on the offset $\mathbf k$ mesh, which lacks that symmetry, this is a close approximation. With the analytic $N$ and no central term, the sum is $0.1955$, or $2.2\%$ low. The cell mean adds $2.3801\times0.04/(8\pi)=0.0038$ and gives $0.1993$. The Ewald constant adds $2.8373\times0.04/(8\pi)=0.0045$ and gives $0.2000$. With tetrahedron values of $N$ the sum likewise rises from $0.1955$ to $0.2000$. Halving $\Delta$ reduces the omission error by a factor of $3.99$, close to the four expected from $\Delta^2$.

Smearing with $\sigma=0.05$ and the central point retained gives $0.1990$. In Eq.~\eqref{eq:bias} the broadening term is $-\sigma^2/2=-0.00125$ and the mesh term is $+0.00028$, which together predict $0.1990$. With $\sigma=0.01$, Eq.~\eqref{eq:erf} summed over the same $\mathbf q$ mesh gives $0.2135$, an excess of $6.7\%$. Equation~\eqref{eq:szero} accounts for it: the central point adds $0.0180$ where $0.0045$ is needed. A narrower width has made the average worse. The transport average from tetrahedra, with no central term, is $0.06665$ against $2/30=0.06667$.

\section{Choosing the settings}

First examine the complete weight at small $q$. If it vanishes there, as with the transport factor and an otherwise finite weight, the central point can be omitted at leading order. If it tends to a constant, the omission costs an error of order $\Delta^2$. If its limit depends on the direction of $\mathbf q$, the order is the same but $\xi$ is not the right constant. If it grows as $q^{-s}$, the integral converges for $s<2$, but Eq.~\eqref{eq:fix} no longer applies.

With tetrahedra, offset the $\mathbf k$ mesh so that no shared face lies on the plane selected by any $\mathbf q$ in use, leave out the undefined $q=0$ evaluation, and insert the analytic term. Under the assumptions of Eq.~\eqref{eq:fix} this is $\xi/(4\pi^2\Delta)$. Converge $h$ and $\Delta$ separately, since they control different errors.

With smearing, three lengths must be chosen together. Equation~\eqref{eq:match} suggests $\sigma\simeq0.2\,v_F\Delta$, and the sampling condition asks for $h\lesssim\sigma/v_F$. That condition is cautious; meeting it makes the $\mathbf k$ mesh about five times finer than the $\mathbf q$ mesh. To converge, reduce $\Delta$, $\sigma$ and $h$ in proportion. Reducing $\sigma$ alone inflates the central term as $1/\sigma$ while many $\mathbf k$ points still lie within $\sigma$ of $E_F$, and makes it erratic when few do; once $\sigma$ falls well below $v_Fh$, it also leaves the Fermi surface unresolved. In a metal with several Fermi velocities one width cannot match them all; the ratio is then a starting point for a convergence study.
